\section*{Coherent transmission through two donor levels in series}

\section*{Setting and data}

Two donors lie one behind the other between the source and the drain of a short silicon transistor. Each has one bound level, and a gate has brought the two levels to the same energy $\varepsilon_0$. Level 1 couples only to the source, level 2 only to the drain, and a real matrix element $t>0$ joins the levels. The two donor orbitals are taken as orthogonal. Energies are measured from $\varepsilon_0$, so $x=E-\varepsilon_0$.

Each contact is a semi-infinite chain with hopping element $-\tau$ and dispersion $x=-2\tau\cos k$, where $0<k<\pi$. The end site of each chain couples to its level with a real element $v$. Throughout, $|x|\ll\tau$. The symbol $\Gamma$ denotes the full width at half maximum that a level acquires from its own contact when $t=0$.

The treatment is for one electron of given spin meeting an empty pair of donors. There is no inelastic scattering, no electron--electron interaction and no direct path from source to drain.

For numbers take $\Gamma=1$ meV, a donor spacing of 10 nm and a channel length of 30 nm. The main case has $t=1.5$ meV. These are round model parameters.

\section*{Part (a): the transmission}

\textit{Question.} Match the waves in the two chains to the donor amplitudes. Express $\Gamma$ through $v$ and $\tau$, and find the transmission probability $T(x)$.

\textit{Answer.} Let the donor amplitudes be $a_1$ and $a_2$. On the source chain, with sites $n\le 0$, the wave is $\psi_n=e^{ikn}+re^{-ikn}$. On the drain chain, with sites $n\ge 0$, it is $\phi_n=s\,e^{ikn}$. The velocity is proportional to $dx/dk=2\tau\sin k>0$, so $e^{ikn}$ moves towards the drain.

The last source site obeys $x\psi_0=-\tau\psi_{-1}+va_1$. The same plane waves, continued to $n=1$, would obey $x\psi_0=-\tau\psi_{-1}-\tau\psi_1$. Subtracting the two equations gives
\begin{equation}
va_1=-\tau\left(e^{ik}+re^{-ik}\right),
\qquad
r=-e^{2ik}-\frac{v}{\tau}e^{ik}a_1 .
\end{equation}
Since $1-e^{2ik}=-2i\sin k\,e^{ik}$, the amplitude on the last source site is
\begin{equation}
\psi_0=1+r=-2i\sin k\,e^{ik}-\frac{v}{\tau}e^{ik}a_1 .
\end{equation}
The same subtraction on the first drain site gives $va_2=-\tau s e^{-ik}$, hence $s=-(v/\tau)e^{ik}a_2$.

The donor equations are $xa_1=v\psi_0+ta_2$ and $xa_2=ta_1+vs$. Inserting $\psi_0$ and $s$,
\begin{align}
\left(x+\frac{v^2}{\tau}e^{ik}\right)a_1-ta_2&=-2iv\sin k\,e^{ik},\\
\left(x+\frac{v^2}{\tau}e^{ik}\right)a_2&=ta_1 .
\end{align}
For $|x|\ll\tau$ we have $\cos k\to0$, so $\sin k\to1$ and $e^{ik}\to i$. With $t=0$ the response of a level is then proportional to $1/(x+iv^2/\tau)$. Its squared modulus is a Lorentzian of half width $v^2/\tau$, so
\begin{equation}
\Gamma=\frac{2v^2}{\tau}.
\end{equation}
Write $z=x+i\Gamma/2$. The equations become $za_1-ta_2=2v$ and $za_2=ta_1$. Substituting $a_1=za_2/t$ in the first,
\begin{equation}
a_2=\frac{2vt}{z^2-t^2},
\qquad
s=-\frac{iv}{\tau}a_2=-\frac{i\Gamma t}{z^2-t^2}.
\end{equation}
Both chains have the same velocity, so $T=|s|^2$. The denominator is
\begin{equation}
z^2-t^2=\left(x^2-t^2-\frac{\Gamma^2}{4}\right)+i\Gamma x ,
\end{equation}
and its squared modulus, called $D$ below, is
\begin{align}
D&=\left(x^2-t^2-\frac{\Gamma^2}{4}\right)^2+\Gamma^2x^2\nonumber\\
&=x^4-2x^2\left(t^2-\frac{\Gamma^2}{4}\right)+\left(t^2+\frac{\Gamma^2}{4}\right)^2\nonumber\\
&=\left(x^2-t^2+\frac{\Gamma^2}{4}\right)^2+\Gamma^2t^2 .
\end{align}
The last line uses $(t^2+\Gamma^2/4)^2-(t^2-\Gamma^2/4)^2=\Gamma^2t^2$. Therefore
\begin{equation}
T(x)=\frac{\Gamma^2t^2}{\left(x^2-t^2+\Gamma^2/4\right)^2+\Gamma^2t^2}.
\label{eq:T}
\end{equation}

\section*{Part (b): one peak or two}

\textit{Question.} For which $t$ does $T(x)$ have two maxima? Give their positions and heights, and examine weak coupling, strong coupling and the border between one peak and two.

\textit{Answer.} The numerator of (\ref{eq:T}) does not depend on $x$, so maxima of $T$ are minima of $D$. Put $u=x^2\ge0$ and $q=t^2-\Gamma^2/4$. Then $D=(u-q)^2+\Gamma^2t^2$ is a parabola in $u$ with its vertex at $u=q$.

If $q\le0$, $D$ increases for all $u>0$, and the one maximum of $T$ is at $x=0$. If $q>0$, the vertex lies in the allowed range. There are then two maxima, with a minimum of $T$ between them at $x=0$. Hence the peak splits when
\begin{equation}
t>\frac{\Gamma}{2},
\qquad
x_\pm=\pm\sqrt{t^2-\frac{\Gamma^2}{4}},
\qquad
T(x_\pm)=1 .
\end{equation}
The factor in this condition belongs to the definitions used here: $\Gamma$ is a full width and $t$ is half the level splitting of the isolated pair. In terms of that splitting, $2t$, the condition reads $2t>\Gamma$.

At the centre,
\begin{equation}
T(0)=\frac{\Gamma^2t^2}{\left(t^2+\Gamma^2/4\right)^2}.
\end{equation}

\textit{Weak coupling.} For $t\ll\Gamma$, $T(0)\simeq16t^2/\Gamma^2$. The electron leaves level 1 for the source more readily than it passes to level 2, and transmission is small even on resonance.

\textit{Strong coupling.} For $t\gg\Gamma$ and $x$ near $t$, $x^2-q\simeq2t(x-t)$. Equation (\ref{eq:T}) becomes
\begin{equation}
T\simeq\frac{(\Gamma/2)^2}{(x-t)^2+(\Gamma/2)^2},
\end{equation}
a Lorentzian of full width $\Gamma$. Each molecular level has half its weight on each donor, so it receives $\Gamma/2$ from each contact.

\textit{The border.} At $t=\Gamma/2$, $q=0$ and $\Gamma^2t^2=\Gamma^4/4$, so
\begin{equation}
T=\frac{1}{1+4x^4/\Gamma^4}.
\end{equation}
The top is flat to third order in $x$. Setting $4x^4=\Gamma^4$ gives half height at $|x|=\Gamma/\sqrt2$ and a full width $\sqrt2\,\Gamma$. Just above the border the separation is $2\sqrt{(t-\Gamma/2)(t+\Gamma/2)}\simeq2\sqrt{\Gamma(t-\Gamma/2)}$. It grows as a square root, while the dip stays shallow:
\begin{equation}
1-T(0)=\left(\frac{t^2-\Gamma^2/4}{t^2+\Gamma^2/4}\right)^2 .
\end{equation}

\section*{Part (c): numbers}

\textit{Question.} With $\Gamma=1$ meV, describe $T$ for $t=0.4$, $0.5$, $0.6$ and $1.5$ meV. For the last case give the peak separation and the conductance per spin at the centre, treating the electrons as non-interacting at zero temperature.

\textit{Answer.} The border is at $t=0.5$ meV.

For $t=0.4$ meV there is one peak, of height $0.16/(0.16+0.25)^2=0.952$. For $t=0.5$ meV the single peak reaches 1, with a full width of 1.41 meV.

For $t=0.6$ meV the peaks lie at $\pm\sqrt{0.36-0.25}=\pm0.332$ meV. The centre value is $0.36/0.61^2=0.967$, so the dip is about 3\% of the peak height.

For $t=1.5$ meV the peaks lie at $\pm\sqrt{2.25-0.25}=\pm1.414$ meV. Their separation is 2.83 meV, or $4.53\times10^{-22}$ J, slightly less than $2t=3$ meV. At the centre $T(0)=2.25/2.5^2=0.36$. The conductance per spin is $(e^2/h)T$, which gives $38.74\times0.36=13.9\ \mu$S at the centre and $38.7\ \mu$S at either peak.

\section*{Part (d): poles, density of states and interference}

\textit{Question.} Find the poles of the transmission amplitude and the density of states on the two donors. Does a splitting in either imply two transmission peaks? Trace the difference to interference.

\textit{Answer.} The poles satisfy $z=\pm t$, or $x=\pm t-i\Gamma/2$. Their real parts differ for every $t>0$, so separated poles do not imply separated peaks.

The density of states per spin is the sum of the two Lorentzians belonging to these poles. With $a=\Gamma/2$,
\begin{equation}
\rho(x)=\frac{a}{\pi}S,
\qquad
S=\frac{1}{(x-t)^2+a^2}+\frac{1}{(x+t)^2+a^2}
=\frac{2(u+t^2+a^2)}{D}.
\end{equation}
The common denominator is $|z-t|^2|z+t|^2=|z^2-t^2|^2=D$. To find the maxima, let $c=t^2+a^2$ and $y=u+c\ge c$. Then
\begin{equation}
D=(y-2t^2)^2+4a^2t^2=y^2-4t^2y+4t^2c,
\qquad
S=\frac{2}{y-4t^2+4t^2c/y}.
\end{equation}
The denominator of $S$ is smallest at $y=2t\sqrt c$. This corresponds to $u>0$ if $2t>\sqrt c$, that is, if $4t^2>t^2+a^2$. The density of states therefore has two peaks when
\begin{equation}
t>\frac{\Gamma}{2\sqrt3}.
\end{equation}
For $\Gamma=1$ meV this border is 0.289 meV. At $t=0.4$ meV the density of states has two peaks and the transmission has one.

To see why, split the amplitude into partial fractions:
\begin{equation}
\frac{t}{z^2-t^2}=\frac12\left(\frac{1}{z-t}-\frac{1}{z+t}\right).
\end{equation}
Multiplying the squared modulus by $\Gamma^2$ gives
\begin{equation}
T=\frac{\Gamma^2}{4}S-\frac{\Gamma^2}{2}\,\mathrm{Re}\,\frac{1}{(z-t)(z^*+t)} .
\end{equation}
Here $(z-t)(z^*+t)=(u+a^2-t^2)+2iat$, whose squared modulus is again $D$. Hence
\begin{equation}
T=\frac{\Gamma^2}{2D}\Big[(u+t^2+a^2)-(u+a^2-t^2)\Big].
\end{equation}
The first bracket is the incoherent sum, proportional to $\rho$. Its numerator grows with $u$ and so pushes its maxima outwards. The second is interference, which cancels that growth and leaves the constant $2t^2$. This raises the border from $\Gamma/(2\sqrt3)$ to $\Gamma/2$.

The interference term changes sign at $u=t^2-a^2$, which is where the transmission peaks lie when $t>\Gamma/2$. It is then constructive between the peaks and destructive outside them. For $t<\Gamma/2$ it is destructive at every energy.

\section*{Part (e): imperfect alignment and unequal contacts}

\textit{Question.} Repeat the analysis (i) for levels at $\pm\delta/2$ and equal widths, and (ii) for aligned levels with widths $\Gamma_1$ and $\Gamma_2$. For $t=1.5$ meV, evaluate (i) for a stray field of 0.001 MV/cm along the donor axis and (ii) for widths of 1.2 and 0.8 meV.

\textit{Answer.} (i) The denominator of $s$ becomes
\begin{equation}
\left(z-\frac{\delta}{2}\right)\left(z+\frac{\delta}{2}\right)-t^2=z^2-W^2,
\qquad W^2=t^2+\frac{\delta^2}{4}.
\end{equation}
Thus $T$ is $t^2/W^2$ times expression (\ref{eq:T}) with $t$ replaced by $W$. It has two peaks when $W>\Gamma/2$, at $x^2=W^2-\Gamma^2/4$, with height $t^2/W^2$. Detuning can therefore produce two peaks, both lower than 1, even when $t<\Gamma/2$, so the criterion of part (b) requires alignment.

The field is $10^5$ V/m. Over 10 nm it gives $\delta=1$ meV and $W^2=2.5$ meV$^2$. The peaks move to $\pm1.5$ meV and their height falls to $2.25/2.5=0.90$.

(ii) With two contact elements $v_1$ and $v_2$, the numerator of $T$ becomes $\Gamma_1\Gamma_2t^2$. The squared denominator is
\begin{equation}
(u-C)^2+\frac{u(\Gamma_1+\Gamma_2)^2}{4},
\qquad C=t^2+\frac{\Gamma_1\Gamma_2}{4}.
\end{equation}
The coefficient of $u$ is $-2C+(\Gamma_1+\Gamma_2)^2/4=-2B$, with $B=t^2-(\Gamma_1^2+\Gamma_2^2)/8$. The expression equals $(u-B)^2+(C-B)(C+B)$, where
\begin{equation}
C-B=\frac{(\Gamma_1+\Gamma_2)^2}{8},
\qquad
C+B=2t^2-\frac{(\Gamma_1-\Gamma_2)^2}{8}.
\end{equation}
There are two peaks if $B>0$, at $x=\pm\sqrt B$, with height
\begin{equation}
T_{\max}=\frac{4\Gamma_1\Gamma_2}{(\Gamma_1+\Gamma_2)^2}
\left[1-\frac{(\Gamma_1-\Gamma_2)^2}{16t^2}\right]^{-1}.
\end{equation}
For widths 1.2 and 0.8 meV, $B=2.25-0.26=1.99$ meV$^2$. The peaks lie at $\pm1.411$ meV and their height is $0.96/(1-0.16/36)=0.964$. This asymmetry costs height and hardly moves the peaks.

\section*{Part (f): temperature}

\textit{Question.} Still for non-interacting electrons, find the condition under which thermal averaging removes the central dip. Evaluate it for $t=1.5$ meV with $t$, $\Gamma$ and the alignment held fixed.

\textit{Answer.} In linear response at chemical potential $\mu$, measured from $\varepsilon_0$, $T$ is replaced by
\begin{equation}
\overline T(\mu)=\int T(x)\,w(x-\mu)\,dx,
\qquad
w(y)=\frac{1}{4k_BT_e}\,\mathrm{sech}^2\frac{y}{2k_BT_e},
\end{equation}
where $T_e$ is the temperature and $w$ is minus the energy derivative of the Fermi function. The central dip ends when the curvature of $\overline T$ at $\mu=0$ vanishes. Since $(\mathrm{sech}^2\theta)''=4\,\mathrm{sech}^2\theta-6\,\mathrm{sech}^4\theta$, the condition is
\begin{equation}
\int T(x)\left(4\,\mathrm{sech}^2\theta-6\,\mathrm{sech}^4\theta\right)dx=0,
\qquad \theta=\frac{x}{2k_BT_e}.
\end{equation}
Numerical solution gives $T_e=8.75$ K. A search over $0\le\mu\le3$ meV finds the largest $\overline T$ away from the centre at 0.95 times this temperature and at the centre at 1.05 times it.

At 1 K the centre and peak values are 0.37 and 0.93. At 4.2 K they are 0.46 and 0.64, so the dip survives with much less contrast. At 300 K, $k_BT_e=25.9$ meV is about nine times the peak separation, and this splitting cannot be resolved.

\section*{Part (g): the real device}

\textit{Question.} Which assumptions limit the use of these results for phosphorus-like donors in silicon? Rough values are: binding energy 45 meV, relative permittivity 12, effective masses 0.19 and 0.92 $m_e$, valley-orbit gap 12 meV.

\textit{Answer.} The most serious omission is the repulsion between electrons. For point charges 10 nm apart in bulk silicon, $e^2/(4\pi\epsilon_0\epsilon_rd)\approx12$ meV, over four times the peak separation; nearby gates and oxide alter this value. Two electrons on the same donor repel more strongly still, by roughly 40 meV in bulk silicon. The pair is not nearly empty in a linear-response gate sweep either: with the chemical potential at the lower peak, the non-interacting model puts 1.2 electrons on it, counting both spins. A measured sweep therefore need not show two peaks 2.83 meV apart, and the conductances in parts (c) and (f) are non-interacting values. Alignment matters too. A drain bias of 3 mV, dropped evenly over 30 nm, produces the stray field of part (e) and lowers the transmission peaks by 10\%; 9 mV gives $\delta=2t$ and halves them. Such biases are also outside linear response: the current averages $T$ over a window $eV$, and at 3 mV this window reaches both peaks, so the non-interacting current in a gate sweep has lost its central dip even at zero temperature. Both $t$ and $\Gamma$ depend strongly on donor position, and the values used here were chosen, not derived from the spacing. In a one-dimensional model with point wells bound by 45 meV, mass $0.19\,m_e$ and a contact kinetic energy of 50 meV, a well 10 nm from its contact has $\Gamma\approx0.014$ meV, and $\Gamma=1$ meV needs a distance of 5 to 6 nm. The orbitals are also not strictly orthogonal. Hydrogenic $1s$ functions 10 nm apart overlap by 0.12 for a decay length of 2.1 nm and by 0.03 for 1.5 nm; the larger value moves the peaks from $\pm1.41$ meV to about $-1.26$ and $+1.61$ meV. If the coupling to one excited valley state is comparable with $t$, that state shifts the levels by an amount of order $t^2/(12\ \mathrm{meV})=0.19$ meV; several such states together can shift them by more. A contact band 100 meV wide, centred on the levels, changes $T$ by at most 0.026 in absolute terms for $|x|\le5$ meV. Direct tunnelling is far smaller. For a rectangular 45 meV barrier and mass $0.19\,m_e$, $\kappa=0.474$ nm$^{-1}$ and $e^{-2\kappa L}=4.5\times10^{-13}$ with $L=30$ nm; the heavier mass gives $7\times10^{-28}$. These are bare exponentials for the full channel length. A barrier of 20 nm, closer to what $\Gamma=1$ meV requires, gives about $6\times10^{-9}$ for the light mass, still negligible. Finally, coherence must last much longer than the level lifetime $\hbar/\Gamma=0.66$ ps. Phase-breaking on that scale invalidates the coherent formula, and its effect has not been calculated here.

The main computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Gamma = 1.000 meV
lifetime hbar/Gamma = 0.658 ps
transmission splits at t = 0.5000 meV
density of states splits at t = 0.2887 meV
flat-top full width at threshold = 1.4142 meV
t = 0.20 meV: T(0) = 0.4756, T max = 0.4756
  peak at +/- 0.0000 meV; peaks in T: 1, in DOS: 1
t = 0.40 meV: T(0) = 0.9518, T max = 0.9518
  peak at +/- 0.0000 meV; peaks in T: 1, in DOS: 2
t = 0.50 meV: T(0) = 1.0000, T max = 1.0000
  peak at +/- 0.0000 meV; peaks in T: 1, in DOS: 2
t = 0.60 meV: T(0) = 0.9675, T max = 1.0000
  peak at +/- 0.3317 meV; peaks in T: 2, in DOS: 2
t = 1.50 meV: T(0) = 0.3600, T max = 1.0000
  peak at +/- 1.4142 meV; peaks in T: 2, in DOS: 2
main case t = 1.50 meV
peak separation = 2.8284 meV = 4.5316e-22 J
pole separation 2t = 3.0000 meV
e^2/h per spin = 38.740 uS
centre conductance per spin = 13.947 uS
1.0 K: kT = 0.0862 meV
  thermal T: centre 0.3659, max 0.9334
4.2 K: kT = 0.3619 meV
  thermal T: centre 0.4645, max 0.6427
thermal dip vanishes at 8.75 K
kT at 300 K = 25.85 meV
donor spacing = 10.0 nm, channel = 30.0 nm
stray field = 0.0010 MV/cm, detuning = 1.000 meV
detuned peak: +/- 1.5000 meV, height 0.9000
unequal widths = 1.20 and 0.80 meV
their peak: +/- 1.4107 meV, height 0.9643
contact band width = 100.0 meV
largest finite-band change in T = 0.0256
relative permittivity = 11.7 (rough)
interdonor Coulomb energy = 12.31 meV
occupation at lower peak, both spins = 1.216 electrons
valley-orbit gap = 12.0 meV (rough)
valley shift scale t^2/gap = 0.188 meV
direct-tunnelling barrier = 45.0 meV (rough)
mass 0.19 m_e: kappa = 0.474 /nm
  direct tunnelling factor = 4.53e-13
mass 0.92 m_e: kappa = 1.042 /nm
  direct tunnelling factor = 6.87e-28
\end{verbatim}
